# Thermal Franck-Condon Factor of One Displaced Mode and Its Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: the factor at any temperature

**Q:** You want a transition between two electronic states to dispose of its energy in a single vibrational mode. Before any formula appears, what is being calculated, and what is assumed?

**A:** The mode is harmonic in both electronic states. It has the same angular frequency $\omega$ in both, but its minimum lies at different places. I use a dimensionless coordinate $q$ and its conjugate momentum $\hat p$, with $[q,\hat p]=i$. The two vibrational Hamiltonians are

$$
H_i=\frac{\hbar\omega}{2}\left(\hat p^2+q^2\right),\qquad
H_f=\frac{\hbar\omega}{2}\left[\hat p^2+(q-d)^2\right]-\Delta E .
$$

Here $\Delta E$ is the electronic energy released, measured from minimum to minimum. The displacement $d$ is expressed through the Huang-Rhys factor $S$ by $d=\sqrt{2S}$. At $q=0$ the final potential lies above its own minimum by $\hbar\omega d^2/2=S\hbar\omega$. This is the reorganization energy $\lambda=S\hbar\omega$, so $S$ is that energy counted in quanta.

I also take the electronic matrix element $V$ to be independent of $q$, which is the Condon approximation. The vibrational levels of the initial state are taken to be in thermal equilibrium. If the frequency changes between the states, if the potentials are anharmonic, or if $V$ varies strongly with $q$, the result below does not apply as it stands.

**Q:** Which quantity carries the temperature dependence?

**A:** Let $m$ label the initial level and $k$ the final one. Their energies are $\hbar\omega(m+\tfrac12)$ and $\hbar\omega(k+\tfrac12)-\Delta E$. They are equal when $k-m=\Delta E/\hbar\omega$. The zero-point energies cancel because the frequencies are equal. The vibrational part of the transition probability therefore depends on the number $p=k-m$ of quanta gained, and the thermal Franck-Condon factor is

$$
W_p=\sum_m P_m\,\bigl|\langle (m+p)_f|m\rangle\bigr|^2,\qquad
P_m=(1-x)x^m,\qquad x=e^{-\theta},\qquad \theta=\frac{\hbar\omega}{k_BT}.
$$

Terms with $m+p<0$ are absent. The factor $1-x$ normalizes the geometric series. Positive $p$ means that the mode takes up energy, and negative $p$ means that it supplies energy.

**Q:** Each overlap is $e^{-S/2}$ times a polynomial in $\sqrt S$, which becomes complicated for high levels. How do you sum their squares without writing them out?

**A:** I first express the final oscillator states through the initial ones. Let $a=(q+i\hat p)/\sqrt2$, $N=a^\dagger a$, and define

$$
D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}.
$$

Since $a^\dagger-a=-i\sqrt2\,\hat p$, a real argument $g=\sqrt S$ gives $D(g)=e^{-i\sqrt{2}\,g\hat p}=e^{-id\hat p}$. This operator moves a wavefunction from $\psi(q)$ to $\psi(q-d)$, so $|k_f\rangle=D(g)|k\rangle$.

Next I form the Fourier series whose coefficients are the wanted factors:

$$
F(\phi)=\sum_pW_pe^{ip\phi}
=\sum_{m,k}P_m\,e^{-im\phi}\langle m|D(g)|k\rangle e^{ik\phi}\langle k|D^\dagger(g)|m\rangle .
$$

The phases are the eigenvalues of $e^{-i\phi N}$ and $e^{i\phi N}$. The sum over $k$ is complete, and the sum over $m$ is a thermal trace with the density operator $\rho=\sum_m P_m|m\rangle\langle m|$. With $D^\dagger(g)=D(-g)$,

$$
F(\phi)=\operatorname{Tr}\left[\rho\,e^{-i\phi N}D(g)e^{i\phi N}D(-g)\right].
$$

All the overlaps are now contained in one expectation value.

**Q:** It still contains four exponentials of operators that do not commute. What does the pair $e^{\mp i\phi N}$ do?

**A:** It rotates the displacement in the complex plane. Acting on a number state,

$$
e^{-i\phi N}a^\dagger e^{i\phi N}|m\rangle
=e^{im\phi}e^{-i(m+1)\phi}\sqrt{m+1}\,|m+1\rangle
=e^{-i\phi}a^\dagger|m\rangle .
$$

Taking the adjoint gives $e^{-i\phi N}ae^{i\phi N}=e^{i\phi}a$. Hence

$$
e^{-i\phi N}D(g)e^{i\phi N}=D(ge^{-i\phi}).
$$

What remains is a product of two displacements, $D(ge^{-i\phi})D(-g)$.

**Q:** Displacements in different directions do not commute. Where does the resulting phase come from, and what is its sign?

**A:** Let $X$ and $Y$ have a commutator $[X,Y]=c$ that is a number. Put $f(t)=e^{tX}e^{tY}$. Because $e^{tX}Ye^{-tX}=Y+tc$,

$$
\frac{df}{dt}=\left(X+e^{tX}Ye^{-tX}\right)f=(X+Y+tc)f .
$$

The number $tc$ commutes with $X+Y$, so the equation integrates with $f(0)=1$ to $f(t)=e^{t(X+Y)+t^2c/2}$. At $t=1$ this is

$$
e^Xe^Y=e^{X+Y}e^{c/2}.
$$

For $X=\alpha a^\dagger-\alpha^*a$ and $Y=\beta a^\dagger-\beta^*a$, the two non-zero terms of the commutator are

$$
[X,Y]=-\alpha\beta^*[a^\dagger,a]-\alpha^*\beta[a,a^\dagger]
=\alpha\beta^*-\alpha^*\beta .
$$

Now set $\alpha=ge^{-i\phi}$ and $\beta=-g$. Then

$$
\frac{\alpha\beta^*-\alpha^*\beta}{2}
=\frac{-Se^{-i\phi}+Se^{i\phi}}{2}=iS\sin\phi .
$$

The product is therefore

$$
D(ge^{-i\phi})D(-g)=e^{iS\sin\phi}D(\gamma),\qquad
\gamma=g(e^{-i\phi}-1),
$$

and the size of the net displacement is

$$
|\gamma|^2=S(e^{-i\phi}-1)(e^{i\phi}-1)=2S(1-\cos\phi).
$$

The phase will turn out to distinguish gaining quanta from losing them, so its sign matters.

**Q:** You still need the thermal average of $D(\gamma)$. I would like to see it worked out rather than quoted.

**A:** The same product rule separates raising from lowering operators. With $X=\gamma a^\dagger$ and $Y=-\gamma^*a$ the commutator is $-|\gamma|^2[a^\dagger,a]=|\gamma|^2$, so

$$
D(\gamma)=e^{-|\gamma|^2/2}e^{\gamma a^\dagger}e^{-\gamma^*a}.
$$

Expand both exponentials. The density operator is diagonal in $m$, so a term survives only if it has as many raising as lowering operators:

$$
\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}
\sum_{r=0}^{\infty}\frac{(-|\gamma|^2)^r}{(r!)^2}\langle a^{\dagger r}a^r\rangle .
$$

In level $m$ the last average is $m(m-1)\cdots(m-r+1)$. That product is what $r$ differentiations of $x^m$ bring down, so

$$
\langle a^{\dagger r}a^r\rangle
=(1-x)x^r\frac{d^r}{dx^r}\sum_{m=0}^{\infty}x^m
=(1-x)x^r\frac{r!}{(1-x)^{r+1}}
=r!\,n^r,
$$

where

$$
n=\frac{x}{1-x}=\frac{1}{e^\theta-1}
$$

is the mean occupation. One factorial cancels, and the series becomes an exponential:

$$
\langle D(\gamma)\rangle
=e^{-|\gamma|^2/2}\sum_{r=0}^{\infty}\frac{(-n|\gamma|^2)^r}{r!}
=e^{-|\gamma|^2(n+1/2)} .
$$

The sum of the absolute values, $\sum_r(n|\gamma|^2)^r/r!$, also converges, which permits the exchange of the sums over $m$ and $r$.

**Q:** Put the pieces together. Does anything recognizable come out?

**A:** Multiplying the phase by the thermal average gives

$$
F(\phi)=\exp\left[-S(2n+1)(1-\cos\phi)+iS\sin\phi\right].
$$

Write $\cos\phi$ and $i\sin\phi$ as half the sum and half the difference of $e^{i\phi}$ and $e^{-i\phi}$. The coefficient of $e^{i\phi}$ is $S(2n+1)/2+S/2=S(n+1)$. The coefficient of $e^{-i\phi}$ is $S(2n+1)/2-S/2=Sn$. Thus

$$
F(\phi)=\exp\left[-S(2n+1)+S(n+1)e^{i\phi}+Sne^{-i\phi}\right].
$$

A Poisson count $j$ with mean $\mu$ has the generating function

$$
\sum_{j=0}^{\infty}e^{-\mu}\frac{\mu^j}{j!}e^{ij\phi}=e^{\mu(e^{i\phi}-1)} .
$$

So $F$ is the product of one such function with mean $S(n+1)$ and another with mean $Sn$ and $\phi$ reversed. The net gain $p$ is distributed as the difference of two independent Poisson counts. The weights $n+1$ and $n$ are those of emission into the mode and absorption from it.

**Q:** Does that mean the transition really happens as a series of separate emissions and absorptions?

**A:** The derivation does not show that. The electronic jump is a single event, and the squared overlaps come from amplitudes that have already interfered. The two counts describe the resulting distribution of $p$, not a sequence in time.

They do give its moments at once. The means subtract and the variances add:

$$
\langle p\rangle=S(n+1)-Sn=S,\qquad
\langle p^2\rangle-\langle p\rangle^2=S(n+1)+Sn=S(2n+1).
$$

The distribution of $p$, taken over all its values, is centred on the energy $S\hbar\omega=\lambda$ at every temperature, and heating broadens it about that centre. A transition with a given gap does not deposit this average: energy conservation selects the single value $p=\Delta E/\hbar\omega$, and $W_p$ is the weight of that value. Also $F(0)=1$, so the factors sum to one.

**Q:** I asked for a factor for each $p$, and you have a generating function. What is its coefficient?

**A:** Take $p\ge0$ first. To gain $p$ quanta net, the absorption count can be any $j$, while the emission count must be $j+p$. Hence

$$
W_p=e^{-S(2n+1)}\sum_{j=0}^{\infty}
\frac{[S(n+1)]^{j+p}[Sn]^j}{(j+p)!\,j!} .
$$

The modified Bessel function of integer order has the series

$$
I_p(z)=\sum_{j=0}^{\infty}\frac{(z/2)^{2j+p}}{j!\,(j+p)!} .
$$

The factorials agree. To match the powers, choose $z=2S\sqrt{n(n+1)}$. Then

$$
[S(n+1)]^{j+p}[Sn]^j
=S^{2j+p}(n+1)^{j+p}n^j
=\left(\frac z2\right)^{2j+p}\left(\frac{n+1}{n}\right)^{p/2}.
$$

The last factor does not depend on $j$ and leaves the sum:

$$
W_p=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}
I_{|p|}\left(2S\sqrt{n(n+1)}\right).
$$

For negative $p$ the absorption count exceeds the emission count by $|p|$. The two means exchange roles, which gives the Bessel function of order $|p|$ and the prefactor $[n/(n+1)]^{|p|/2}$. That equals $[(n+1)/n]^{p/2}$, so the formula holds for either sign.

**Q:** The temperature is hidden in $n$. Can the formula be written in $\theta$ directly?

**A:** Multiply the numerator and denominator of $n$ by $e^{-\theta/2}$:

$$
n=\frac{e^{-\theta/2}}{2\sinh(\theta/2)},\qquad
n+1=e^{\theta}n=\frac{e^{\theta/2}}{2\sinh(\theta/2)} .
$$

Their sum is $2n+1=\coth(\theta/2)$, their ratio is $(n+1)/n=e^\theta$, and their product is $1/[4\sinh^2(\theta/2)]$. Therefore

$$
W_p=\exp\left[-S\coth\frac{\theta}{2}+\frac{p\theta}{2}\right]I_{|p|}(z),
\qquad z=\frac{S}{\sinh(\theta/2)} .
$$

Changing the sign of $p$ alters only the middle factor, and so

$$
W_{-p}=e^{-p\theta}W_p .
$$

This is detailed balance. The reverse electronic transition has the same $S$ and the opposite energy gap. Its factor is smaller by the Boltzmann factor of the gap, as equilibrium between two states with equal vibrational spectra requires.

**Q:** I would trust this more if the overlaps had been summed without the operator algebra.

**A:** The numerical check does this. It integrates products of oscillator wavefunctions on a grid, squares them, and sums them with thermal weights. The parameters are round model values, $\hbar\omega=20$ meV and $S=15$, and the net gains run from $p=-10$ to $p=40$ at 300 K and 600 K. The largest deviation of the Bessel formula, relative to these sums, is about $6\times10^{-14}$.

At 300 K the program gives $\theta=0.7736$ and $n=0.8564$. The two Poisson means are $15\times1.8564=27.85$ and $15\times0.8564=12.85$. Their difference is 15.00 and their sum is 40.69 to within rounding. The mean and variance computed from the overlaps are 15.0000 and 40.6931.

## Second half: cold, hot and the rate

**Q:** Before we take limits, restate what we are taking them of.

**A:** The mode has energy quantum $\hbar\omega$, Huang-Rhys factor $S$, reorganization energy $\lambda=S\hbar\omega$ and displacement $d=\sqrt{2S}$ in the dimensionless coordinate $q$. A released electronic energy $\Delta E=p\hbar\omega$ gives it $p$ quanta net. With $\theta=\hbar\omega/k_BT$ and $n=1/(e^\theta-1)$, the thermal factor is

$$
W_p=\exp\left[-S\coth\frac{\theta}{2}+\frac{p\theta}{2}\right]I_{|p|}(z),
\qquad z=\frac{S}{\sinh(\theta/2)} .
$$

For $p\ge0$ it is also the double Poisson sum

$$
W_p=e^{-S(2n+1)}\sum_{j=0}^{\infty}
\frac{[S(n+1)]^{j+p}[Sn]^j}{(j+p)!\,j!},
$$

and negative $p$ follows from $W_{-p}=e^{-p\theta}W_p$.

**Q:** As the mode is cooled, $z$ goes to zero while the factor $e^{p\theta/2}$ diverges. What survives?

**A:** The sum avoids that competition. As $n\to0$, each term with $j\ge1$ contains $n^j$ and vanishes. The term $j=0$ leaves

$$
W_p\to e^{-S}\frac{S^p}{p!}\qquad(p\ge0).
$$

For negative $p$, detailed balance multiplies a finite number by $e^{-|p|\theta}$, so the factor vanishes. A mode in its ground state has no quanta to give.

For $\hbar\omega=20$ meV and $S=15$, the zero-temperature factor is $1.94\times10^{-3}$ at $p=5$ and $2.21\times10^{-4}$ at $p=30$.

**Q:** Does warming always increase a factor that starts from such a plateau?

**A:** No. Keep terms linear in $n$. The prefactor $e^{-2Sn}$ contributes $-2Sn$, the power $(n+1)^p$ contributes $pn$, and the ratio of the $j=1$ term to the $j=0$ term contributes $S^2n/(p+1)$. Thus

$$
\frac{W_p}{e^{-S}S^p/p!}
=1+n\left[p-2S+\frac{S^2}{p+1}\right]+O(n^2).
$$

Putting the bracket over $p+1$ gives

$$
p-2S+\frac{S^2}{p+1}
=\frac{(p+1-S)^2-(p+1)}{p+1} .
$$

It is negative when $|p+1-S|<\sqrt{p+1}$. Near the peak of the distribution, warming first moves weight outward and lowers the factor. Farther out the factor rises. For $S=15$ the bracket is $5-30+37.5=12.5$ at $p=5$, and $30-30+225/31=7.3$ at $p=30$.

At 100 K, where $n=0.109$, the linear formula gives a rise by a factor $1+12.5\times0.109=2.36$ for $p=5$. The full factor rises by $4.7333/1.9358=2.445$. For $p=30$ the linear formula gives $1+7.26\times0.109=1.79$, while the full factor rises by $4.4478/2.2114=2.01$. For these two values of $p$ the linear term gives the direction and the rough size of the change at 100 K, but it is no longer the whole change.

**Q:** Now the hot side. I expect an activated law, yet if I hold $S$ and $p$ fixed and send $T$ to infinity, any factor $e^{-E_a/k_BT}$ tends to one.

This part has derived the thermal Franck-Condon factor $W_p$ at any temperature and shown how it settles to a Poisson value when the mode is cold. What remains is to answer the question just raised about the high-temperature limit, to see how far the classical formula can be used, and to obtain a transition rate from the factor.
